Why {111} walls protect concave but not convex mask corners

**Question**

I am etching a (001) silicon wafer through a mask whose straight edges run along <110>. Under each edge I expect a {111} sidewall, because {111} is the slowest-etching plane. One mask has a square opening and gives a pit. The other is a square island and should give a mesa. At every corner, in both cases, two {111} walls meet. If both walls hardly etch, shouldn't the corner between them be protected too? What decides whether it survives?

**Answer**

The rates of the two walls do not settle the matter. At a corner, planes with intermediate orientations can appear, and whether they do depends on their rates and on whether the corner is convex or concave.

**Conventions and rate model**

Silicon initially fills z ≤ 0, with an inert, adherent mask on part of z = 0. Take x along [110] and y along [-110]. I name a corner by the masked region:

convex (mesa): mask on x ≤ 0 and y ≤ 0
concave (pit): mask on x ≤ 0 or y ≤ 0

Both have the same two {111} walls, with outward crystal normals n₁ = (1,1,1)/√3 and n₂ = (−1,1,1)/√3. The mesa corner is an intersection of two half-spaces, the pit corner a union.

Assume that each surface element recedes along its normal n at a rate R(n) set by orientation alone, so reactant transport is not limiting. Extend the rate to vectors p of any length by

R̃(p) = |p| R(p/|p|).

For a definite model, sort the absolute crystal components of p as h ≥ k ≥ l and interpolate linearly between three rates:

R̃ = (h − k)R₁₀₀ + (k − l)√2 R₁₁₀ + l√3 R₁₁₁.

I assume √2 R₁₁₀ > R₁₀₀ and √2 R₁₁₀ > √3 R₁₁₁. Real etchants can have further fast high-index planes, which this model omits.

**How fast a straight mask edge is undercut**

Let the in-plane normal of the edge be m = (cos α, sin α), and let the wall make an angle θ with the wafer plane. With r = (x,y), the receding wall is

sin θ (m·r) + cos θ z = −Rt.

At z = 0 this gives m·r = −Rt/sin θ. The contact line under the mask therefore moves at R/sin θ. Since m + ζẑ, with ζ = cot θ, has length 1/sin θ, this speed is R̃(m + ζẑ).

The edge retreats at the smallest such speed, U(α). No wall can move the contact more slowly. Conversely, the initially flat silicon contains a wedge whose top face is covered by the mask and whose side is the slowest-moving wall. Starting with more silicon cannot leave less, so the retreat cannot exceed that of this wedge.

To find the minimum for 0 ≤ α ≤ 90°, write m in crystal axes. Its absolute components are

H = (cos α + sin α)/√2, K = |cos α − sin α|/√2, and 0.

R̃ is even in ζ, so ζ ≥ 0 suffices:

0 ≤ ζ ≤ K: R̃ = (H − K)R₁₀₀ + (K − ζ)√2 R₁₁₀ + ζ√3 R₁₁₁
K ≤ ζ ≤ H: R̃ = (H − ζ)R₁₀₀ + (ζ − K)√2 R₁₁₀ + K√3 R₁₁₁
ζ ≥ H: R̃ = (ζ − H)R₁₀₀ + (H − K)√2 R₁₁₀ + K√3 R₁₁₁

The first expression falls with ζ because √2 R₁₁₀ > √3 R₁₁₁. The second rises because √2 R₁₁₀ > R₁₀₀, and the third rises because R₁₀₀ > 0. The minimum is at ζ = K. Using H − K = √2 min(cos α, sin α),

U(α) = √2 R₁₀₀ min(cos α, sin α) + U₀|cos α − sin α|,
U₀ = √(3/2) R₁₁₁.

At α = 0, ζ = 1/√2 and tan θ = √2: this is the {111} wall at 54.74°. At α = 45°, ζ = 0: the wall is a vertical {100} plane, and U = R₁₀₀.

**Why the two corners behave differently**

Adding mask cannot reduce the silicon left at any later time. Compare each corner with straight masks m·r ≤ 0 for all α from 0 to 90°. Both components of m are then non-negative.

The convex mask lies inside every one of these half-planes: if x and y are both ≤ 0, so is m·r. Its silicon must therefore satisfy every straight-edge limit:

convex: m·r ≤ −U(α)t for every α.

The concave mask contains every one of these half-planes: a point outside the mask has x > 0 and y > 0, hence m·r > 0. Silicon protected by any one straight edge therefore survives:

concave: silicon remains wherever m·r ≤ −U(α)t for at least one α.

So a fast orientation can remove material from a convex corner, whereas at a concave corner it cannot remove what a slower wall retains.

Now ask whether an intermediate line changes the sharp corner made by the two original edges. That corner is at r = (−U₀t, −U₀t), where

m·r = −U₀(cos α + sin α)t.

A line of orientation α cuts the convex corner if it has gone further, that is, if

D(α) = U(α) − U₀(cos α + sin α) > 0.

For α ≤ 45°, substitute U:

D = √2 sin α R₁₀₀ + U₀(cos α − sin α) − U₀(cos α + sin α)
= √2 sin α R₁₀₀ − 2U₀ sin α
= √2 sin α (R₁₀₀ − √3 R₁₁₁),

because √2 U₀ = √3 R₁₁₁. Beyond 45°, cos α replaces sin α by symmetry. Thus

R₁₀₀ > √3 R₁₁₁

means that the convex corner is cut.

The same inequality keeps the concave corner sharp. Imagine a small fillet of silicon bridging it, with normal m. Its contact retreats at least at U(α), faster than the corner recedes along m, so the fillet shrinks and cannot grow from zero size.

The concave edge also survives below the mask. For a normal an₁ + bn₂ with a, b > 0, the rate model gives

R̃(an₁ + bn₂) − (a + b)R₁₁₁ = 2 min(a,b)(√2 R₁₁₀ − √3 R₁₁₁)/√3 > 0.

Every intermediate plane would recede faster than the edge between the two {111} walls, so none is retained there.

**Is the convex limit reached?**

The comparison above gives a minimum undercut. To show that it is attained when R₁₀₀ > √3 R₁₁₁, let d be the horizontal unit vector (1,1,0)/√2 in the x, y, z axes, which is crystal [010]. Consider the body below the mask bounded by the two receding {111} walls and the vertical plane d·r = −R₁₀₀t. It starts inside the silicon.

Its edge between n₁ and d is neutral, because

R̃(an₁ + bd) = aR₁₁₁ + bR₁₀₀.

No intermediate plane cuts that edge, and the same holds for n₂. The more vulnerable edge between n₁ and n₂ would belong to this body only at

z ≥ (R₁₀₀ − √3 R₁₁₁)t > 0,

which is above the mask plane. The body therefore survives, and its trace on z = 0 is

x ≤ −U₀t, y ≤ −U₀t, (x + y)/√2 ≤ −R₁₀₀t.

These three conditions imply all the others. For α ≤ 45°, m is (cos α − sin α) times the x unit vector plus √2 sin α times d, and U is the same combination of U₀ and R₁₀₀. The other half follows by symmetry. The limit is attained in this model.

Measured inward from the mask corner along its diagonal, the undercuts are

convex: R₁₀₀t
concave: √2 U₀t = √3 R₁₁₁t.

The concave value is just the geometry of two edges that have each moved by U₀t.

**Being slowest is not enough**

Suppose R₁₁₁ < R₁₀₀ < √3 R₁₁₁. {111} is still slower than {100}, but D is negative. If the contact line follows the in-plane law "normal speed = U(α)", the convex corner now stays sharp. At the concave one the 45° line lags behind the sharp corner, so a facet of silicon is left there and blunts it.

For example, take R₁₀₀ = 1.00, R₁₁₀ = 1.50 and R₁₁₁ = 0.95 µm/min. After 1 min the in-plane law gives a convex diagonal undercut of √3 × 0.95 = 1.645 µm and a concave one of 1.000 µm. Within that law the roles have reversed, although {111} is the slowest of the three planes. In three dimensions the straight-edge limits require a convex undercut of at least 1.645 µm and a concave one of at most 1.000 µm. The second bound is less than the 1.645 µm of a sharp corner, so the concave corner is blunted. The first bound is attained. Take the body below the mask bounded by the two {111} walls and the vertical plane d·r = −√3 R₁₁₁t. That plane recedes faster than R₁₀₀, its edges with n₁ and n₂ are not cut because aR₁₁₁ + bR₁₀₀ < aR₁₁₁ + b√3 R₁₁₁, and the edge between n₁ and n₂ belongs to the body only at z ≥ 0. The body survives, and its trace on z = 0 is the sharp corner. By the expression above for normals between n₁ and n₂, {110} planes do cut the convex edge below the mask, but the corner at the mask stays sharp, so the reversal remains.

An isotropic etch, taken outside the interpolation model, shows the same tendency. With constant R, the minimum of R/sin θ is R, so U = R for every α and

D = R(1 − cos α − sin α) < 0 for 0 < α < 90°.

The convex corner stays sharp. At the concave one, the retained half-planes m·r ≤ −Rt leave a circular arc of radius Rt. The usual behaviour of {111} corners thus requires sufficiently strong anisotropy.

**A numerical example**

Choose R₁₀₀ = 1.00, R₁₁₀ = 1.50 and R₁₁₁ = 0.01 µm/min as round model parameters, and etch for 50 min. The threshold √3 R₁₁₁ is 0.0173 µm/min, so R₁₀₀ is far above it.

U₀ = √(3/2) × 0.01 = 0.01225 µm/min
straight-edge undercut = 0.01225 × 50 = 0.612 µm
concave diagonal undercut = √3 × 0.01 × 50 = 0.866 µm
convex diagonal undercut = 1.00 × 50 = 50.0 µm

The convex undercut is about 58 times the concave one, the ratio R₁₀₀/(√3 R₁₁₁). It equals the 50.0 µm depth of the open floor because both the floor and the cutting wall are {100} planes.

The cut also shortens the original edges. Put x = −U₀t into x + y = −√2 R₁₀₀t:

y = −(√2 R₁₀₀ − U₀)t = −(1.4142 − 0.01225) × 50 = −70.1 µm.

Each edge loses 70.1 µm from each convex corner. On a square mesa mask of side 200 µm, these cuts alone would meet when each has consumed 100 µm:

t = 100/(1.4142 − 0.01225) = 71.3 min.

By then the original {111}-bounded edges are gone from the top of the mesa. This time is an upper bound, because cutting that starts at the foot of the walls, described next, can reach the top sooner.

The mask's half-diagonal is 200/√2 = 141.4 µm, so at 1.00 µm/min the 45° limits reach the centre at 141.4 min. This is the latest time at which silicon can still touch the mask, not a predicted lifetime. Because each {111} wall narrows downwards, the vertical {100} walls on either side of it meet at its foot before they meet at the top. At depth R₁₀₀t the wall lies a further R₁₀₀t/√2 outwards, so they meet there at t = 100/(1.4142 + 0.7071 − 0.01225) = 47.4 min, already before the 50 min used above. Once they meet, {110} planes can cut the edges between them, since √2 R₁₁₀ > 2R₁₀₀ here, and the supporting column may fail earlier.

**What changes in a real etch**

Additional fast planes can alter both the shape and the size of the convex undercut. The comparison with straight edges still applies if U(α) is measured on straight mask edges of different orientations, provided the rates depend on orientation alone. It fails if transport makes the rate depend on position, or if the mask erodes or lifts.

Alignment matters as well. For a long straight edge misaligned in either sense by a small angle of magnitude δ in radians, expanding U gives

U(δ) ≈ U₀ + (√2 R₁₀₀ − U₀)δ.

When R₁₁₁ is very small, the second term can exceed U₀ even for a slight misalignment. The small undercut calculated for the pit therefore assumes edges accurately along <110>.
